\section*{Low-Temperature Electronic Specific Heat of the Half-Filled Square Lattice}

\section*{Problem}

Independent spin-$\tfrac12$ electrons occupy a rigid square lattice of unit spacing, with one electron per site and
\begin{equation}
\varepsilon(\mathbf k)=-2t(\cos k_x+\cos k_y),\qquad t>0 .
\end{equation}
Let $C$ be the electronic heat capacity per site, both spins included, at fixed electron number.

(a) Show that $C/T$ grows as $\ln(1/T)$ when $k_BT\ll t$, and find the coefficient.

(b) Find the constant that accompanies the logarithm, and the leading correction to the law.

(c) Evaluate the result for $t=0.1$ eV, per mole of sites, and judge which neglected effects matter.

\section*{Hints}

\begin{enumerate}
\item What does the shift $\mathbf k\to\mathbf k+(\pi,\pi)$ do to the energy? Use it to fix the chemical potential at every temperature.
\item The velocity vanishes at $(\pi,0)$ and $(0,\pi)$. Find the energy there, and compare it with the chemical potential.
\item For the density of states, use $p=(k_x+k_y)/2$ and $q=(k_x-k_y)/2$. The energy becomes a product.
\item The usual low-temperature formula needs a finite density of states at the Fermi level. Keep the density of states inside the thermal integral and scale the energy by $k_BT$.
\item An integral containing $x^2\ln|x|$ is the derivative, with respect to $r$, of one containing $|x|^r$.
\end{enumerate}

\section*{Solution}

\subsection*{Chemical potential and heat capacity}

The shift by $(\pi,\pi)$ reverses both cosines, so every state at $\varepsilon$ has a partner at $-\varepsilon$. The density of states per spin and site therefore obeys $g(\varepsilon)=g(-\varepsilon)$, with $\int g\,d\varepsilon=1$. At $\mu=0$ the Fermi function satisfies $f(\varepsilon)+f(-\varepsilon)=1$, and the electron number per site is
\begin{equation}
2\int g f\,d\varepsilon=\int g(\varepsilon)\,[f(\varepsilon)+f(-\varepsilon)]\,d\varepsilon=1 .
\end{equation}
Thus $\mu=0$ at every temperature. This is also the energy of the points $(\pi,0)$ and $(0,\pi)$. Near the first, with $k_x=\pi+q_x$ and $k_y=q_y$, the band is $\varepsilon\simeq t(q_y^2-q_x^2)$: a saddle.

Put $x=\varepsilon/k_BT$ and
\begin{equation}
w(x)=-\frac{d}{dx}\frac1{e^x+1}=\frac1{4\cosh^2(x/2)} .
\end{equation}
At fixed $\varepsilon$, $\partial x/\partial T=-x/T$, so $\partial f/\partial T=xw/T$. Differentiating the energy $2\int g\varepsilon f\,d\varepsilon$ and using $d\varepsilon=k_BT\,dx$ gives
\begin{equation}
\frac CT=2k_B^2\int g(k_BTx)\,x^2w(x)\,dx .
\label{thermal}
\end{equation}
The limits are the band edges $|x|=4t/k_BT$. For $k_BT\ll t$ they may be moved to infinity with an exponentially small error, because $w\simeq e^{-|x|}$ there.

\subsection*{Density of states}

With $k_x=p+q$ and $k_y=p-q$, the energy is $\varepsilon=-4t\cos p\cos q$. Letting $p$ and $q$ each run over a full circle covers the zone uniformly twice, so averages are unchanged. At fixed $p$, the equation for $\varepsilon$ has two solutions $q_0$, where the slope has magnitude $4t|\cos p\sin q_0|$. The average of the delta function over $q$ is therefore
\begin{equation}
\frac1{2\pi}\,\frac{2}{4t|\cos p\sin q_0|}
=\frac1{\pi\sqrt{16t^2\cos^2p-\varepsilon^2}} ,
\end{equation}
provided that $|\cos p|>s$, with $s=|\varepsilon|/4t$. The four quarters of the $p$ circle contribute equally, so
\begin{equation}
g(\varepsilon)=\frac{2}{\pi}\int_0^{\arccos s}\frac{dp}{4\pi t\sqrt{\cos^2p-s^2}} .
\end{equation}
Now set $\sin p=\sqrt{1-s^2}\,\sin\theta$. Then $\cos^2p-s^2=(1-s^2)\cos^2\theta$ and $dp=\sqrt{1-s^2}\cos\theta\,d\theta/\cos p$. The factors $\sqrt{1-s^2}\cos\theta$ cancel, leaving
\begin{equation}
g(\varepsilon)=\frac{K}{2\pi^2t},\qquad
K=\int_0^{\pi/2}\frac{d\theta}{\sqrt{\cos^2\theta+s^2\sin^2\theta}} .
\end{equation}
This is the complete elliptic integral of modulus $\sqrt{1-s^2}$. With $u=\cot\theta$ it becomes
\begin{equation}
K=\int_0^\infty\frac{du}{\sqrt{(1+u^2)(u^2+s^2)}} .
\end{equation}
The map $u\to s/u$ leaves the integrand and measure unchanged and exchanges the ranges below and above $\sqrt s$. Hence $K$ is twice the integral from $0$ to $\sqrt s$. There $u$ is small, and $1/\sqrt{1+u^2}=1-u^2/2+3u^4/8-\dots$ may be used. With $L=\ln(4/s)$, the three contributions through order $s^2$ are
\begin{align}
2\int_0^{\sqrt s}\frac{du}{\sqrt{u^2+s^2}}
&=2\ln\frac{1+\sqrt{1+s}}{\sqrt s}
=L+\frac s2-\frac{3s^2}{16}+\dots,\\
-\int_0^{\sqrt s}\frac{u^2\,du}{\sqrt{u^2+s^2}}
&=-\frac{s\sqrt{1+s}}2+\frac{s^2}{2}\ln\frac{1+\sqrt{1+s}}{\sqrt s}\nonumber\\
&=-\frac s2-\frac{s^2}4+\frac{s^2L}{4}+\dots,\\
\frac34\int_0^{\sqrt s}\frac{u^4\,du}{\sqrt{u^2+s^2}}
&=\frac{3s^2}{16}+\dots .
\end{align}
The linear terms cancel, as do the two terms $3s^2/16$. Thus
\begin{equation}
K=L+\frac{s^2}{4}(L-1)+\dots .
\label{K}
\end{equation}
At low energy, $4/s=16t/|\varepsilon|$ and
\begin{equation}
g(\varepsilon)\simeq\frac1{2\pi^2t}\ln\frac{16t}{|\varepsilon|} .
\label{doslog}
\end{equation}
The divergence is weak enough to be integrated, but it rules out a finite limit of $C/T$.

\subsection*{The coefficient of the logarithm}

Insert (\ref{doslog}) into (\ref{thermal}) and separate the temperature from $x$:
\begin{equation}
\frac CT\simeq\frac{k_B^2}{\pi^2t}\int_{-\infty}^{\infty}x^2w
\left[\ln\frac{16t}{k_BT}-\ln|x|\right]dx .
\label{split}
\end{equation}
Both terms follow from one moment. For $r>1$, integration by parts and the expansion $1/(e^x+1)=\sum_{n\ge1}(-1)^{n+1}e^{-nx}$ for $x>0$ give
\begin{align}
M(r)&=\int_{-\infty}^{\infty}|x|^r w\,dx
=2r\int_0^\infty\frac{x^{r-1}}{e^x+1}\,dx\nonumber\\
&=2r\,\Gamma(r)\sum_{n\ge1}\frac{(-1)^{n+1}}{n^r}
=2\Gamma(r+1)(1-2^{1-r})\zeta(r) .
\end{align}
The last step subtracts twice the even terms from the full zeta series. At $r=2$, $M(2)=4\cdot\frac12\cdot\pi^2/6=\pi^2/3$. The first term of (\ref{split}) therefore has the prefactor
\begin{equation}
\frac{k_B^2}{\pi^2t}\,\frac{\pi^2}{3}=\frac{k_B^2}{3t} .
\end{equation}
This is the requested coefficient of $\ln(1/T)$, per site and for both spins.

\subsection*{The constant and the correction}

Since $dM/dr=\int|x|^r\ln|x|\,w\,dx$, the second term of (\ref{split}) requires
\begin{equation}
a_r=\frac{M'(r)}{M(r)}=\psi(r+1)+\frac{2^{1-r}\ln2}{1-2^{1-r}}+\frac{\zeta'(r)}{\zeta(r)} ,
\end{equation}
where $\psi$ is the logarithmic derivative of $\Gamma$. With $\psi(3)=\frac32-\gamma_E$, where $\gamma_E$ is Euler's constant,
\begin{equation}
a_2=\frac32-\gamma_E+\ln2+\frac{\zeta'(2)}{\zeta(2)}=1.04597 .
\end{equation}
The low-temperature law is
\begin{equation}
\boxed{\frac CT\simeq\frac{k_B^2}{3t}\left[\ln\frac{16t}{k_BT}-a_2\right]
=\frac{k_B^2}{3t}\ln\frac{T^*}{T}}
\label{law}
\end{equation}
with $k_BT^*=16t\,e^{-a_2}=5.622\,t$. The scale $T^*$ lies outside the law's range and is no transition temperature.

Equation (\ref{law}) can also be written as $C/T=(2\pi^2/3)k_B^2\,g(\varepsilon_T)$, with $g$ from (\ref{doslog}) and $\varepsilon_T=e^{a_2}k_BT\simeq2.85\,k_BT$. The usual formula survives if the density of states is read at a thermal energy instead of at the Fermi level. The heat capacity itself still vanishes, as $T\ln(T^*/T)$, and the electronic entropy is
\begin{equation}
S=\int_0^T\frac{C}{T'}\,dT'=\frac{k_B^2T}{3t}\left[\ln\frac{T^*}{T}+1\right]\longrightarrow0 .
\end{equation}

For the correction, the second term of (\ref{K}) adds $(\varepsilon^2/64t^2)[\ln(16t/|\varepsilon|)-1]/(2\pi^2t)$ to $g$. With $\tau=k_BT/t$, equation (\ref{thermal}) then gives
\begin{align}
\Delta\!\left(\frac CT\right)
&=\frac{k_B^2}{\pi^2t}\,\frac{\tau^2}{64}\,M(4)
\left[\ln\frac{16}{\tau}-1-a_4\right]\nonumber\\
&=\frac{k_B^2}{3t}\,\frac{7\pi^2\tau^2}{320}
\left[\ln\frac{16}{\tau}-1-a_4\right],
\label{next}
\end{align}
because $M(4)=2\cdot24\cdot\frac78\cdot\pi^4/90=7\pi^4/15$. Here $a_4=1.54147$.

The correction can be seen in a direct calculation. The energy was summed over the zone and differentiated with respect to temperature, with $\mu$ found from the electron number. Between $\tau=0.02$ and $0.01$, the increase of $C/T$ divided by $\ln2$ is $0.333211\,k_B^2/t$, slightly below $1/3$. In units of $k_B^2/3t$, equation (\ref{next}) is $3.58\times10^{-4}$ at the higher temperature and $1.04\times10^{-4}$ at the lower. It changes the slope by
\begin{equation}
\frac13\,\frac{(1.04-3.58)\times10^{-4}}{\ln2}=-1.22\times10^{-4},
\end{equation}
which accounts for the difference.

\subsection*{Numbers for $t=0.1$ eV}

Here $t/k_B=1160.5$ K. Per mole of sites, with $R=N_Ak_B$, the coefficient is
\begin{equation}
\frac{R}{3(t/k_B)}=\frac{8.314}{3\times1160.5}\ \frac{\mathrm J}{\mathrm{mol\,K^2}}
=2.388\ \frac{\mathrm{mJ}}{\mathrm{mol\,K^2}} .
\end{equation}
Also $T^*=5.622\times1160.5\ \mathrm K\simeq6524$ K. At 10 K, the law gives $2.388\ln(652.4)=15.48$ mJ/(mol K$^2$). At 1 K it gives 20.98 in the same unit. The difference, 5.50, is the coefficient times $\ln10$.

The full integral with the elliptic density of states gives the same two values to these digits. At 100 K the law is low by 0.10\%, and at 300 K by 0.78\%, relative to the full integral. The law reaches so high because $\tau$ is still only 0.26 at 300 K and the correction carries the small factor $7\pi^2\tau^2/320$. These percentages measure the low-energy expansion, not the accuracy of the model for a material.

\subsection*{Comparison with a real layered metal}

The value $t=0.1$ eV is a rough quasiparticle scale for layered oxide metals such as strontium ruthenate. That metal has several bands at the Fermi level, and none is the ideal half-filled band used here. It also becomes superconducting below about 1.5 K, so the value at 1 K above belongs to the model and not to that metal. The following estimates vary one effect at a time, with $t$ held fixed.

Diagonal hopping adds $-4t'\cos k_x\cos k_y$ to the energy and moves the saddles to $4t'$. For a rough $t'=0.3t$ at half filling, the chemical potential at 10 K is 0.054 eV, or 623 K, from the saddle energy. The computed $C/T$ is then 8.80 mJ/(mol K$^2$) at 10 K and 8.81 at 20 K. The logarithmic rise has disappeared, and the 10 K value is 43\% below the ideal one. To recover a logarithm, the Fermi level must be brought to the saddle, for example by strain or a change of filling. For $t'=0.3t$ the required filling is 1.27 electrons per site. Near $(\pi,0)$ the band is then $4t'-(t+2t')q_x^2+(t-2t')q_y^2$, so with both saddles at the Fermi level the coefficient of $\ln(1/T)$ becomes $k_B^2/(3\sqrt{t^2-4t'^2})$, 25\% larger than in (\ref{law}). The distance of 0.054 eV belongs to half filling. The two-dimensional band of strontium ruthenate holds roughly $4/3$ electrons per site, and at that filling the same model with $t'$ between $0.3t$ and $0.4t$ puts the Fermi level within 10 meV of the saddle.

Lattice vibrations add to the measured heat capacity. A Debye model with seven atoms per cell and a rough Debye temperature of 400 K gives a lattice $C/T$ of 0.85 mJ/(mol K$^2$) at 2 K, against 19.32 from the ideal electrons. At 10 K it gives 21.3, more than the electronic 15.5. The lattice part must therefore be separated before the logarithm can be read from data.

Repulsion is also a serious omission for the ideal band. Apply a field to one spin species that lowers one sublattice by $h$ and raises the other by $h$. It couples $\varepsilon$ to its partner $-\varepsilon$, giving levels $\pm E$ with $E=\sqrt{\varepsilon^2+h^2}$. The grand potential per site and spin is $-k_BT\int g\ln[2\cosh(E/2k_BT)]\,d\varepsilon$, apart from a constant. Its derivative with respect to $-h$ is the amplitude $m$ of the staggered density:
\begin{equation}
m=h\int g(\varepsilon)\,\frac{\tanh(E/2k_BT)}{2E}\,d\varepsilon .
\end{equation}
In mean-field theory an on-site repulsion $U$ makes each spin species feel the opposite density pattern of the other, so $h=Um$. A staggered magnetic solution first appears at small $h$ when
\begin{equation}
U\int g(\varepsilon)\,\frac{\tanh(\varepsilon/2k_BT)}{2\varepsilon}\,d\varepsilon=1 .
\end{equation}
The threshold is $U=0.068$ eV at 10 K and 0.046 eV at 2 K. A rough bare oxide repulsion of 1 eV is far larger. The comparison is only indicative, because a quasiparticle value of $t$ already contains part of the effect of repulsion. Within mean-field theory, the ideal band would thus be magnetic at these temperatures, and (\ref{law}) would not describe it. In a single isolated layer with full spin-rotation symmetry, as in this model, fluctuations prevent true long-range magnetic order at any $T>0$, so the threshold signals strong magnetic correlations and not a real transition temperature. The threshold relies on the pairing of $\varepsilon$ with $-\varepsilon$, which diagonal hopping spoils, so it should not be carried over to the band with $t'=0.3t$.

\section*{Variation 1: Fermi level away from the saddle}

Keep nearest-neighbour hopping but change the filling so that $\mu\ne0$ inside the band. What is $C/T$ when $k_BT\ll|\mu|$, with $\mu$ also far from the band edges on the thermal scale?

Let $y=\varepsilon-\mu$. At fixed number, energy may be measured from the instantaneous value of $\mu$ when differentiating, so
\begin{equation}
C=2\int g\,y\left(-\frac{\partial f}{\partial\varepsilon}\right)
\left[\frac yT+\frac{d\mu}{dT}\right]d\varepsilon .
\end{equation}
Number conservation requires the same integral without the factor $y$ to vanish. Since $g$ is smooth near $\mu$, expand it as $g(\mu)+g'(\mu)y$. The second moment of $-\partial f/\partial\varepsilon$ is $\pi^2(k_BT)^2/3$, whence
\begin{equation}
\frac{d\mu}{dT}\simeq-\frac{\pi^2k_B^2T}{3}\,\frac{g'(\mu)}{g(\mu)} .
\end{equation}
Its contribution to $C$ contains another factor $g'(\mu)(k_BT)^2$ and is of order $T^3$. The leading term is
\begin{equation}
\frac CT\to\frac{2\pi^2}{3}k_B^2g(\mu)
\simeq\frac{k_B^2}{3t}\ln\frac{16t}{|\mu|}
\quad\text{for }|\mu|\ll t .
\end{equation}
The distance to the saddle replaces temperature inside the logarithm. On cooling, the growth therefore stops: for small $|\mu|$, $C/T$ passes through a shallow maximum and settles at this finite value once $k_BT$ is well below $|\mu|$.

\section*{Variation 2: weakly coupled layers}

Return to half filling and add $-2t_z\cos k_z$ to the energy, with $t_z\ll t$. What happens to the logarithm?

The shift by $(\pi,\pi,\pi)$ reverses the energy, so $\mu=0$ still holds. The density of states is the planar one averaged over $\phi=k_z$, which requires the average of $\ln|\varepsilon+2t_z\cos\phi|$. For $|\varepsilon|\le2t_z$, write $\varepsilon=-2t_z\cos\alpha$. Then
\begin{equation}
|\varepsilon+2t_z\cos\phi|
=t_z\left|2\sin\frac{\phi+\alpha}2\right|\left|2\sin\frac{\phi-\alpha}2\right| .
\end{equation}
Let $I$ be the average of $\ln|2\sin\theta|$ over a circle. Since $2\sin2\theta=(2\sin\theta)(2\cos\theta)$, averaging the logarithm gives $I=2I$, so $I=0$. Both sine factors drop out and the average is $\ln t_z$, independent of $\varepsilon$. The logarithmic peak has become flat across $|\varepsilon|<2t_z$, and for $k_BT\ll t_z$
\begin{equation}
\frac CT\simeq\frac{k_B^2}{3t}\ln\frac{16t}{t_z} ,
\end{equation}
apart from small corrections in $t_z/t$.

For $t=0.1$ eV and $t_z=0.01t=1$ meV, the plateau is $2.388\ln(1600)=17.62$ mJ/(mol K$^2$). The planar law reaches this value at $T^*t_z/16t=4.1$ K, which marks the scale of the crossover.

At 10 K, however, the layered result is 15.93, above the planar 15.48. To see why, take $|\varepsilon|>2t_z$ and write $|\varepsilon|=t_z(\rho+1/\rho)$ with $\rho>1$. Then $|\varepsilon|+2t_z\cos\phi=t_z|\rho+e^{i\phi}|^2/\rho$. The average of $\ln|\rho+e^{i\phi}|$ is $\ln\rho$, because the powers of $e^{i\phi}/\rho$ in the expansion average to zero. The averaged logarithm is thus $\ln(t_z\rho)$, which is less than $\ln|\varepsilon|$. At energies small compared with $t$, interlayer hopping therefore lowers the density of states for $|\varepsilon|<t_z$ and raises it for $|\varepsilon|>t_z$. At 10 K, $k_BT=0.86$ meV and the characteristic energy $2.85k_BT$ is 2.5 meV, in the raised region. The factor $x^2$ in (\ref{thermal}) suppresses the depleted centre, and the computed net change is a gain.

\section*{Table of computed values}
\begin{verbatim}
hopping t = 0.100 eV
t/kB = 1160.5 K
constant a2 = 1.045971
constant a4 = 1.541469
kB T*/t = 5.62161
T* = 6523.6 K
log coefficient = 2.3883 mJ/(mol K^2)
gain in C/T per halving of T = 1.6554 mJ/(mol K^2)
gain in C/T per decade = 5.4992 mJ/(mol K^2)
zone-sum slope (kB T/t 0.02 to 0.01) = 0.333211 kB^2/t
DOS-integral slope (1e-4 to 1e-5) = 0.33333333 kB^2/t
C/T in mJ/(mol K^2): full integral, log law, log-law error
T =   1 K: 20.9767, 20.9767, -0.00001 %
T =   2 K: 19.3213, 19.3213, -0.00005 %
T =   5 K: 17.1330, 17.1329, -0.00032 %
T =  10 K: 15.4777, 15.4775, -0.00123 %
T =  20 K: 13.8227, 13.8221, -0.00476 %
T =  50 K: 11.6369, 11.6337, -0.02782 %
T = 100 K: 9.9886, 9.9783, -0.10352 %
T = 300 K: 7.4121, 7.3545, -0.77705 %
rough diagonal hopping = 0.30 t
its saddle-to-mu distance = 0.0537 eV
the same distance over kB = 623 K
C/T with diagonal hopping, 10 K = 8.800 mJ/(mol K^2)
C/T with diagonal hopping, 20 K = 8.813 mJ/(mol K^2)
rough interlayer hopping = 0.010 t = 1.00 meV
C/T with interlayer hopping, 10 K = 15.930 mJ/(mol K^2)
its low-T plateau = 17.620 mJ/(mol K^2)
log law meets plateau at 4.08 K
rough Debye temperature = 400 K, atoms per cell = 7
phonon C/T at 2 K = 0.850 mJ/(mol K^2)
phonon C/T at 10 K = 21.260 mJ/(mol K^2)
rough on-site repulsion = 1.0 eV
mean-field threshold U at 2 K = 0.4620 t = 0.0462 eV
mean-field threshold U at 10 K = 0.6780 t = 0.0678 eV
\end{verbatim}
